The thermal rate constant from the cumulative reaction probability: two derivations

**Definitions and conventions**

Consider the gas reaction A + BC → AB + C, with A and C structureless atoms and all particles distinguishable. The gas is dilute, so reaction happens in isolated binary collisions, and the reactants keep thermal populations. The rate constant k(T) is defined by

reactions per time and volume = k(T) n_A n_BC,

where n_A and n_BC are number densities.

A reactant level α = (v, j) has internal energy ε_α and degeneracy 2j+1. A product level is called β. The total energy in the centre-of-mass frame is E = E_t + ε_α, where E_t = μv_α²/2 is the relative kinetic energy, μ the reduced mass of the reactants, v_α their relative speed and k_α = μv_α/ħ the wave number. A subscripted k_α is a wave number; k(T) is the rate constant.

The reactant partition function per volume, without the centre-of-mass factor, is Q_r = q_t Q_int, with

q_t = ∫ d³p/(2πħ)³ exp(−p²/2μk_BT) = (μk_BT/2πħ²)^{3/2},
Q_int = Σ_α (2j+1) exp(−ε_α/k_BT).

Energies in Q_r and in E are counted from the same zero.

The S matrix is flux-normalised. An incoming wave exp(−ik_α r)/(r√v_α) in channel c, which carries unit flux, produces outgoing waves S_fc exp(ik_β r′)/(r′√v_β) in the channels f, where r′ is the product separation. Thus |S_fc|² is the probability of leaving in f after entering in c. Total angular momentum J and its projection M are conserved, and by rotational invariance S^J does not depend on M. For given J, M, a reactant channel is (α, l) and a product channel is (β, l′), with l and l′ the orbital angular momenta. The cumulative reaction probability is

N(E) = Σ_J (2J+1) Σ_{α,l} Σ_{β,l′} |S^J_{βl′,αl}(E)|²,

summed over open channels. It is a sum of probabilities and may exceed one. If no reactant or no product channel is open, N = 0. The result to be derived is

k(T) Q_r(T) = (1/2πħ) ∫ N(E) exp(−E/k_BT) dE.  (1)

**First derivation: from state-to-state cross sections**

*The incoming wave.* A plane wave of unit density has the expansion

exp(ik·r) = 4π Σ_{l,m} i^l j_l(kr) Y_lm(r̂) Y*_lm(k̂).

At large r,

j_l(kr) → [exp(i(kr−lπ/2)) − exp(−i(kr−lπ/2))]/(2ikr).

Since exp(ilπ/2) = i^l, the coefficient of Y_lm(r̂) exp(−ikr)/r is

a_lm = −4π i^l i^l Y*_lm(k̂)/(2ik) = (2πi/k)(−1)^l Y*_lm(k̂).

In a gas all directions k̂ are equally likely. Orthonormality of the spherical harmonics gives the average

(1/4π) ∫ dk̂ a_lm a*_l′m′ = (1/4π)(4π²/k²) δ_ll′ δ_mm′ = (π/k²) δ_ll′ δ_mm′.  (2)

Each component therefore brings in a mean flux vπ/k², and different components do not interfere in the average.

*The cross section.* In the flux-normalised basis the incoming amplitudes are √v_α a_lm. The flux into a product channel f is |Σ_lm S_{f,lm} √v_α a_lm|², and by (2) its average is v_α(π/k_α²) Σ_lm |S_{f,lm}|². The incident flux density is v_α, so division by v_α gives a cross section. Averaging over the 2j+1 orientations m_j of BC and summing over the product channels of level β,

σ_{α→β} = π/[(2j+1)k_α²] Σ |S_{m_j′l′m_l′, m_jlm_l}|²,

where the sum covers all six indices. The change from (m_j, m_l) to (J, M) is unitary on each side. A sum of squared moduli of all elements is Tr S†S, which becomes Tr(U S†V†V S U†) = Tr S†S and is unchanged. In the new basis S is diagonal in J and M and independent of M, so the sum over M gives 2J+1:

σ_{α→β}(E) = π/[(2j+1)k_α²] Σ_J (2J+1) Σ_{l,l′} |S^J_{βl′,αl}(E)|².  (3)

*The thermal average.* By definition of the cross section,

k(T) = Σ_α [(2j+1) exp(−ε_α/k_BT)/Q_int] ∫₀^∞ dv 4πv² (μ/2πk_BT)^{3/2} exp(−μv²/2k_BT) v Σ_β σ_{α→β}.  (4)

The bracket is the population of level α, and the Maxwell distribution follows it. Insert (3). The factor 2j+1 cancels. The remaining speed factors are, with k_α = μv/ħ and dE_t = μv dv,

4πv² dv · v · π/k_α² = 4πv³ · πħ²/(μ²v²) dv = (4π²ħ²/μ²) v dv = (4π²ħ²/μ³) dE_t.

The Maxwell normalisation can be written through q_t, because

(μ/2πk_BT)^{3/2} q_t = (μ²/4π²ħ²)^{3/2} = μ³/(8π³ħ³).

The product of the two is

(4π²ħ²/μ³) · μ³/(8π³ħ³q_t) dE_t = dE_t/(2πħ q_t).

The speed has disappeared: the weight 4πv² dv is proportional to v dE_t and the flux brings another factor v, while the area π/k_α² presented by each partial wave falls as 1/v². Equation (4) becomes

k(T) = 1/(2πħ q_t Q_int) Σ_α ∫₀^∞ dE_t exp(−(ε_α+E_t)/k_BT) Σ_J (2J+1) Σ_{β,l,l′} |S^J_{βl′,αl}|².

At fixed α, dE_t = dE and ε_α + E_t = E. All terms then share the factor exp(−E/k_BT), the channel sums combine into N(E), and q_t Q_int = Q_r. This is (1).

**Second derivation: counting the incoming flux per channel**

Put one reactant pair, in its relative coordinate, inside a sphere of large radius R and volume 𝒱. With N_A and N_BC molecules in 𝒱, the number of reactions per time is k n_A n_BC 𝒱 = N_A N_BC k/𝒱. A given pair therefore reacts with probability k/𝒱 per unit time.

Before colliding, the pair is described by the canonical density operator of the non-interacting reactants,

ρ = exp(−H₀/k_BT)/(𝒱Q_r),

whose normalisation is correct for large R, where surface corrections are negligible. It is diagonal in the free channel states (α, l, J, M) and in energy, so contributions from different states add without interference.

At large r the radial function of such a state is u(r) = √(2/R) sin(k_α r − lπ/2), since the mean of sin² is 1/2. A wall at R requires

k_α R − lπ/2 = νπ, with ν an integer.

At fixed energy and l, as R grows, the number of states per unit energy is

dν/dE = (R/π) dk_α/dE = R/(πħv_α),

because dE = ħv_α dk_α. The sine is a sum of an incoming and an outgoing exponential, each with squared amplitude (2/R)(1/4) = 1/(2R). The incoming flux of one state is thus v_α/(2R). Per unit energy, a fully occupied channel sends inwards

[R/(πħv_α)] · [v_α/(2R)] = 1/(2πħ).  (5)

Neither the size of the sphere nor the speed remains. The actual occupation is exp(−E/k_BT)/(𝒱Q_r), and a fraction Σ_{β,l′}|S^J_{βl′,αl}|² of what enters the channel reacts. Summing over channels, with M giving 2J+1,

k/𝒱 = [1/(𝒱Q_r)] (1/2πħ) ∫ dE exp(−E/k_BT) N(E).

The volume cancels and (1) follows again.

**What each derivation assumes**

Both need isolated binary collisions, distinguishable particles and a sum over J that converges. Both fail if third bodies interrupt the collision, as can happen to a long-lived complex in a dense gas, or if reaction distorts the thermal populations. This happens when the levels react at different rates, unless non-reactive collisions refill them much faster than reaction empties them.

The first derivation reaches (3) by averaging over directions, and uses temperature only in (4). The direction average is a convenience: once the orientations m_j are equally populated, rotational invariance makes the cross section the same for every direction of incidence, so what (3) needs is unpolarised BC. The derivation can be stopped at (3) and averaged over other distributions of unpolarised reactants, for example with vibrational and translational temperatures that differ. The quantity N(E) appears when the occupation of each reactant state depends on the total energy E alone, as the factor exp(−E/k_BT) does; with populations that depend separately on the level, the rate needs the separate cross sections.

The second derivation assumes the full canonical state from the start. It reaches (1) without plane waves or cross sections, and it shows the origin of the prefactor: 1/(2πħ) is the incoming flux per unit energy of a fully occupied channel. The area in (3) can be recovered from the same counting. For one internal state, fully occupied free states number 4πp²/[(2πħ)³v_α] per volume and unit energy, with p = ħk_α, and their density times speed, summed over all directions, is k_α²/(2π²ħ); the ratio of (5) to this is π/k_α².

Neither derivation assumes a barrier or a transition state. If the dynamics is also invariant under time reversal, the probabilities for α → β and for the reversed process are equal after summation over channels. The same N(E) then serves the reverse reaction, so that k_f Q_r = k_r Q_p. If reactants and products are the only open arrangements, unitarity alone gives this equality of the total N(E): the squared moduli in the reactant rows of S and in the reactant columns both sum to the number of reactant channels, and the reactant–reactant block is common to the two sums.

**Step functions and Eyring's form**

Suppose N(E) = θ(E−E₀), a single step. Then

∫ θ(E−E₀) exp(−E/k_BT) dE = k_BT exp(−E₀/k_BT),
k(T) = (k_BT/2πħ) exp(−E₀/k_BT)/Q_r.

This is Eyring's form for a transition state with one level. The factor k_BT/2πħ = k_BT/h is the flux (5) per unit energy times the thermal energy width k_BT.

For a transition state with many levels at energies V₀ + ε_i‡, assume that each is closed below its energy and transmits with certainty above it. Then N(E) = Σ_i θ(E−V₀−ε_i‡) counts the open levels, and integration term by term gives

k(T) = (k_BT/2πħ)(Q‡/Q_r) exp(−V₀/k_BT), Q‡ = Σ_i exp(−ε_i‡/k_BT).  (6)

Motion along the reaction coordinate is absent from Q‡ because it has already been counted as flux. Equation (6) is as good as the staircase: tunnelling and reflection at the barrier smooth the steps, and trajectories that turn back after crossing lower them.

If every step is replaced by the same transmission function, N(E) = Σ_i P(E−ε_i‡) with P(ε) = 0 for ε < 0, the substitution ε = E − ε_i‡ gives

∫ N exp(−E/k_BT) dE = Σ_i exp(−ε_i‡/k_BT) ∫₀^∞ P(ε) exp(−ε/k_BT) dε.

The rate (6) is then multiplied by

κ = [exp(V₀/k_BT)/k_BT] ∫₀^∞ P(ε) exp(−ε/k_BT) dε.  (7)

**Example: a reaction without a staircase**

Two reactant states (thresholds 0 and 0.8) and two product states (0.5 and 1.6) are coupled inside a sphere of radius a, in units ħ = μ = a = k_BT = 1. All four states are nondegenerate and share one radial coordinate and one reduced mass, so this is a coupled-channel model in which two channels are labelled products, not a true rearrangement. Inside the sphere the potential matrix is constant, with diagonal elements 1.0, 1.8, 1.5, 2.6 (each threshold plus 1, states numbered in the order given) and couplings V₁₂ = 0.2, V₁₃ = 0.7, V₁₄ = 0.3, V₂₃ = 0.4, V₂₄ = 0.6, V₃₄ = 0.2. The scattering problem is solved numerically. N(E) rises gradually, from 0.076 at E = 0.7 to 0.93 at E = 3 and 1.68 at E = 6, so (6) does not apply, but (1) does:

∫ N exp(−E) dE = 0.20828,
Q_r = 0.063494 × 1.449329 = 0.09202,
k_f = 0.20828/(2π × 0.09202) = 0.3602.

The numerical check tests this against a Maxwell average of cross sections found from the product flux of an incident plane wave; that average is also 0.3602. The reverse rate constant, found by the same average, is 0.6458, and k_f Q_r and k_r Q_p both equal 0.03315.

**Example: a barrier reaction**

Take structureless reactants with μ = 1 u and a transition state that is a rigid rotor of length d = 1.5 Å at V₀ = 0.40 eV. Its levels are ε_l‡ = Bl(l+1), each (2l+1)-fold, with B = ħ²/2μd² = 9.289×10⁻⁴ eV. Here J = l and Q_int = 1.

At E = 0.5 eV, 0.1 eV is available for rotation. Since 0.1 eV/B = 107.7 lies between 9×10 and 10×11, the levels l = 0 to 9 are open, and N = 1 + 3 + … + 19 = 100. Equation (3), summed over products, gives

σ = (π/k²)N = 0.013132 Å² × 100 = 1.313 Å².

At 300 K, with k_BT/h = 6.251×10¹² s⁻¹, Q‡ = 28.17, Q_r = 9.765×10²³ cm⁻³ and exp(−V₀/k_BT) = 1.907×10⁻⁷, equation (6) gives

k = 6.251×10¹² × 28.17/(9.765×10²³) × 1.907×10⁻⁷ = 3.44×10⁻¹⁷ cm³/s.

When k_BT ≫ B, the sum over l becomes an integral over x = l(l+1), with dx = (2l+1)dl, and Q‡ ≈ k_BT/B = 2μd²k_BT/ħ². Then

(k_BT/2πħ)(2μd²k_BT/ħ²)(2πħ²/μk_BT)^{3/2} = 2d²(2πk_BT/μ)^{1/2} = πd²(8k_BT/πμ)^{1/2},

which is πd² times the mean relative speed. Eyring's form thus passes into the classical line-of-centres rate, here 3.40×10⁻¹⁷ cm³/s.

For tunnelling, let the barrier along the reaction coordinate s be V₀ sech²(s/b) with b = 0.5 Å, and obtain P(ε) by integrating the one-dimensional Schrödinger equation for mass μ. Equation (7) gives κ = 2.58 at 300 K, so

k = 2.58 × 3.44×10⁻¹⁷ = 8.9×10⁻¹⁷ cm³/s.

About 71% of this rate comes from ε < V₀. At 1000 K, κ = 1.094, although 19% of the rate still comes from below the barrier top. In units of Eyring's rate, energies below V₀ contribute 0.187 × 1.094 = 0.205, while those above contribute 0.889 instead of 1 because part of the wave is reflected. The loss by reflection, 1 − 0.889 = 0.111, removes about half of the gain by tunnelling, 0.205, and leaves the net excess κ − 1 = 0.094.

These values belong to a separable model. It keeps the rotational energy at its transition-state value along the whole path, whereas the true centrifugal energy changes with separation, and it omits recrossing due to coupling with other motions.

Values computed for the example and the checks

```
MODEL A, reduced units hbar = mu = a = kT = 1
reactant thresholds: [0.  0.8]
product thresholds: [0.5 1.6]
potential matrix inside sphere (order: reactants, products):
   [1.  0.2 0.7 0.3]
   [0.2 1.8 0.4 0.6]
   [0.7 0.4 1.5 0.2]
   [0.3 0.6 0.2 2.6]
N(E = 0.4) = 0.00000
N(E = 0.7) = 0.07591
N(E = 1.2) = 0.21506
N(E = 3.0) = 0.92983
N(E = 6.0) = 1.68079
cross section from state 0, speed 2.0: by flux 0.288149
   same, by partial-wave sum 0.288149
integral N exp(-E) dE = 0.208280
Q_int reactants = 1.449329, products = 0.808427
translational factor of Q = 0.063494
k forward, Maxwell average of cross sections = 0.3602215
k forward, from N(E) = 0.3602215
k reverse, Maxwell average of cross sections = 0.6457965
k_f Q_r = 0.0331487, k_r Q_p = 0.0331487
MODEL B, barrier reaction
mu = 1.0 u, d = 1.5 A, V0 = 0.4 eV, barrier length b = 0.5 A
rotational constant of transition state B = 9.289243e-04 eV
at E = 0.5 eV: pi/k^2 = 0.013132 A^2
   N smooth = 109.602, N staircase = 100
   cross section smooth = 1.4393 A^2
   cross section staircase = 1.3132 A^2
   line-of-centres value = 1.4137 A^2
P at the barrier top, E = V0: 0.5284
T = 300 K: kT = 0.025852 eV, kT/h = 6.25099e+12 1/s
   Q_ts = 28.1658, Q_r = 9.76522e+23 cm^-3
   exp(-V0/kT) = 1.90676e-07
   k Eyring = 3.43783e-17 cm^3/s
   k staircase, Maxwell average = 3.43781e-17 cm^3/s
   k line-of-centres = 3.39685e-17 cm^3/s
   kappa = 2.5786, share from below V0 = 0.7072
   k with tunnelling = 8.86495e-17 cm^3/s
   same, Maxwell average = 8.86495e-17 cm^3/s
T = 1000 K: kT = 0.086173 eV, kT/h = 2.08366e+13 1/s
   Q_ts = 93.1009, Q_r = 5.94293e+24 cm^-3
   exp(-V0/kT) = 9.64026e-03
   k Eyring = 3.14680e-12 cm^3/s
   k staircase, Maxwell average = 3.14680e-12 cm^3/s
   k line-of-centres = 3.13551e-12 cm^3/s
   kappa = 1.0943, share from below V0 = 0.1872
   k with tunnelling = 3.44349e-12 cm^3/s
   same, Maxwell average = 3.44349e-12 cm^3/s
```
